\section*{The slab dipole correction: half in the energy, full in the forces}

\section{Result}

A polar slab in a periodic supercell acquires a spurious electric field, because the periodic potential must return to the same value across the cell. Bengtsson's correction removes this field. Let the supercell have lateral area $A$, height $L$ and volume $V=AL$, with $z$ normal to the slab and $-L/2<z<L/2$. Let $\rho$ be the total charge density of ions and electrons, and $p$ its dipole along $z$.

\paragraph{Theorem.} Define
\begin{equation}
p=\int_V z\,\rho\,d^3r,\qquad
\phi_{\rm dip}(z)=\frac{p\,z}{\varepsilon_0V},\qquad
E_c=-\frac{d\phi_{\rm dip}}{dz}=-\frac{p}{\varepsilon_0V}.
\label{def}
\end{equation}
Under the assumptions below, the following hold.

(a) For the laterally averaged charge, the electrostatic energy of the isolated slab is the periodic energy plus
\begin{equation}
E_{\rm dip}=-\tfrac12\,pE_c=\frac{p^2}{2\varepsilon_0V}.
\label{edip}
\end{equation}

(b) The electrons feel the whole potential energy $-e\phi_{\rm dip}$, and an ion of charge $Z_Ie$ feels the whole force $Z_IeE_c$.

(c) With these terms, the Hellmann--Feynman forces are the exact gradients of the corrected total energy.

\paragraph{Assumptions.} The cell is neutral. The charge density vanishes near the cut $z=\pm L/2$; in practice it is exponentially small there. No external field is applied, so the isolated slab has zero averaged field in both vacua. The area, height and orbital occupations $f_i$ are fixed. The ionic charges move rigidly with their ions. The orbitals are normalized in the ordinary sense, as in all-electron or norm-conserving pseudopotential calculations, and are self-consistent in a basis that does not move with the ions. A moving basis is treated after the proof of (c).

Here $e>0$, the electron number density is $n$, and $\rho=\rho_{\rm ion}-en$. An ionic charge that is spherical about height $z_I$ contributes $Z_Iez_I$ to the dipole, so
\begin{equation}
p=p_{\rm ion}+p_{\rm el},\qquad
p_{\rm ion}=e\sum_I Z_Iz_I,\qquad
p_{\rm el}=-e\int_V z\,n\,d^3r .
\label{psplit}
\end{equation}
Neutrality makes $p$ independent of the origin of $z$.

\section{Two boundary conditions for one charge}

\paragraph{Lemma 1.} Across an isolated neutral slab the averaged potential rises by $p/(\varepsilon_0A)$.

\emph{Proof.} Let $\bar\rho(z)$ be the average of $\rho$ over the plane. Gauss's law, integrated from the field-free lower vacuum, gives
\begin{equation}
\mathcal E(z)=\frac1{\varepsilon_0}\int_{-L/2}^{z}\bar\rho(z')\,dz' .
\end{equation}
Neutrality makes $\mathcal E$ vanish in the upper vacuum too. Integration by parts then yields
\begin{align}
\Delta\phi&=-\int_{-L/2}^{L/2}\mathcal E\,dz
=-\big[z\mathcal E\big]_{-L/2}^{L/2}
+\int_{-L/2}^{L/2}z\,\frac{d\mathcal E}{dz}\,dz \nonumber\\
&=0+\frac1{\varepsilon_0}\int_{-L/2}^{L/2}z\bar\rho\,dz
=\frac{p}{\varepsilon_0A}.
\label{step}
\end{align}
The last equality uses $p=A\int z\bar\rho\,dz$. $\square$

\paragraph{Lemma 2.} Inside the cell, the averaged potentials obey $\phi_{\rm iso}=\phi_{\rm per}+\phi_{\rm dip}+b$, with $b$ constant.

\emph{Proof.} Both potentials satisfy $\phi''=-\bar\rho/\varepsilon_0$. Their difference has zero second derivative and is therefore $az+b$. The periodic potential has equal values at the two ends, so the difference must supply the whole step: $aL=p/(\varepsilon_0A)$, or $a=p/(\varepsilon_0V)$. $\square$

In vacuum $\phi_{\rm iso}$ is flat, so the periodic field there is $-\phi_{\rm per}'=a=p/(\varepsilon_0V)$. The compensating field $E_c$ has the opposite sign and cancels it. When $\phi_{\rm dip}$ is repeated from cell to cell, it is a sawtooth whose jump lies at the cut. If electronic charge reaches the cut, the jump acts on it and $p$ depends on where the cut is placed; the corrected energy then no longer equals that of the isolated slab, and the forces need not add up to zero. The proofs of (b) and (c) use only the definition of $p$ at a fixed cut, so the forces remain gradients of the computed energy as long as the ionic charge stays clear of the cut.

\paragraph{Proof of (a).} For one and the same charge,
\begin{align}
\frac12\int_V\bar\rho\,(\phi_{\rm iso}-\phi_{\rm per})\,d^3r
&=\frac12\int_V\bar\rho\left(\frac{pz}{\varepsilon_0V}+b\right)d^3r
\nonumber\\
&=\frac{p}{2\varepsilon_0V}\int_Vz\bar\rho\,d^3r
=\frac{p^2}{2\varepsilon_0V}.
\end{align}
The constant drops out by neutrality. Averaging turns a point ion into a charged sheet, whose potential is continuous and whose energy is finite, so the proof covers point ions. Their divergent self-energy lies in the laterally varying components, where the difference between the two boundary conditions is the convergent sum of the remark below. $\square$

The factor one half is that of any electrostatic self-energy: the charge is itself the source of the field. A fixed external field $E_{\rm ext}$ would instead contribute $-pE_{\rm ext}$.

\paragraph{Remark: lateral structure.} Expand $\rho=\sum_{\mathbf G}\rho_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf r_\parallel}$ in in-plane reciprocal vectors. For $G=|\mathbf G|>0$, the isolated kernel solves $(-\partial_z^2+G^2)g=\delta(z)/\varepsilon_0$ and decays on both sides:
\begin{equation}
g(z)=\frac{e^{-G|z|}}{2\varepsilon_0G}.
\end{equation}
Its slope jumps by $-1/\varepsilon_0$ at $z=0$, as required. Periodicity adds the images at $mL$, $m\ne0$. For $|z|<L$ their geometric series is
\begin{equation}
\sum_{m\ne0}g(z-mL)
=\frac{2\cosh(Gz)}{2\varepsilon_0G}\sum_{m=1}^{\infty}e^{-mGL}
=\frac{\cosh(Gz)}{\varepsilon_0G\,(e^{GL}-1)} .
\end{equation}
At fixed charge, the corrected periodic energy therefore differs from the isolated one by
\begin{equation}
\frac A2\sum_{\mathbf G\ne0}\iint
\rho_{\mathbf G}^*(z)\rho_{\mathbf G}(z')
\frac{\cosh[G(z-z')]}{\varepsilon_0G\,(e^{GL}-1)}\,dz\,dz' .
\end{equation}
Unless its coefficient vanishes, the shortest vector $G_1$ controls the decay, as $e^{-G_1L}$. This residue limits the agreement with an isolated slab. It does not affect statement (c), because the forces are gradients of the corrected energy actually computed, residue included.

\section{Why the derivatives contain the full field}

\paragraph{Proof of (b).} At fixed $V$,
\begin{equation}
\delta E_{\rm dip}=\frac{2p\,\delta p}{2\varepsilon_0V}
=\frac{p}{\varepsilon_0V}\,\delta p=-E_c\,\delta p .
\label{var}
\end{equation}
The product form shows where the half goes. Since $\delta E_c=-\delta p/(\varepsilon_0V)$, we have $p\,\delta E_c=E_c\,\delta p$, and
\begin{equation}
\delta\left(-\tfrac12pE_c\right)
=-\tfrac12E_c\,\delta p-\tfrac12p\,\delta E_c=-E_c\,\delta p .
\end{equation}
One half comes from moving charge in the existing field, the other from the change of the field acting on all the charge.

For a change of electron density, $\delta p=-e\int z\,\delta n\,d^3r$. For a displacement of ion $I$ at fixed $n$, $\delta p=Z_Ie\,\delta z_I$. Inserting these in Eq.~\eqref{var} gives
\begin{equation}
\frac{\delta E_{\rm dip}}{\delta n(\mathbf r)}
=-\frac{epz}{\varepsilon_0V}=-e\phi_{\rm dip}(z),\qquad
-\frac{\partial E_{\rm dip}}{\partial z_I}=Z_IeE_c .
\label{full}
\end{equation}
$\square$

\paragraph{Proof of (c).} Let $E$ be the corrected total energy as a functional of the orbitals $\psi_i$ and the ion positions. Its orbital derivative defines the Hamiltonian $H$, which by Eq.~\eqref{full} contains $-e\phi_{\rm dip}$ in full. Self-consistency means $H\psi_i=\epsilon_i\psi_i$. Hence
\begin{align}
\frac{dE}{dz_I}
&=\left.\frac{\partial E}{\partial z_I}\right|_{\psi}
+\sum_if_i\,2\,{\rm Re}\left\langle\frac{d\psi_i}{dz_I}\Big|H\Big|\psi_i\right\rangle
\nonumber\\
&=\left.\frac{\partial E}{\partial z_I}\right|_{\psi}
+\sum_if_i\epsilon_i\frac{d}{dz_I}\langle\psi_i|\psi_i\rangle
=\left.\frac{\partial E}{\partial z_I}\right|_{\psi}.
\label{hf}
\end{align}
The norm is constant, so the electronic response drops out. Let $F_I^{\rm per}$ be minus the explicit derivative of all terms except $E_{\rm dip}$, pseudopotential terms included, taken with the corrected orbitals. Then
\begin{equation}
F_I=-\frac{dE}{dz_I}=F_I^{\rm per}+Z_IeE_c .
\label{force}
\end{equation}
Lateral forces have no explicit dipole term, because $p$ does not depend on lateral positions at fixed $n$. They change through the corrected orbitals. In a finite fixed basis the same proof applies, with $H$ projected on the basis. $\square$

\paragraph{Remark: moving basis.} If the basis functions follow the ions, split $d\psi_i$ into a change of coefficients and a change $\partial_I\psi_i$ of the functions at fixed coefficients. By constancy of the norm, $H$ in the first line of Eq.~\eqref{hf} may be replaced by $H-\epsilon_i$. The coefficient part then vanishes, because $(H-\epsilon_i)\psi_i$ is orthogonal to the basis. What remains is
\begin{equation}
\frac{dE}{dz_I}=\left.\frac{\partial E}{\partial z_I}\right|_\psi
+2\,{\rm Re}\sum_if_i\langle\partial_I\psi_i|H-\epsilon_i|\psi_i\rangle .
\end{equation}
This Pulay term also contains $\phi_{\rm dip}$ in full.

\paragraph{Corollary: force balance.} If the rest of the energy is invariant under a common shift of ions and orbitals, so is $E$, as long as the charge stays clear of the cut. If the shifted orbitals also stay within the basis, as with plane waves or a complete basis, the self-consistent energy does not change under the shift, and $\sum_IF_I=0$. A finite set of localized functions fixed in space does not meet this condition; statement (c) still holds there, but the forces need not add up to zero. With $N$ electrons and $\sum_IZ_I=N$, Eq.~\eqref{force} gives
\begin{equation}
\sum_IF_I^{\rm per}=-NeE_c .
\label{sum}
\end{equation}
The compensating field pulls the ions with total force $NeE_c$ and the electrons with $-NeE_c$; the electrons pass their share on to the ions through $F_I^{\rm per}$. Giving the ions half the field would leave a net force $-\tfrac12NeE_c$.

\paragraph{Limits.} At fixed $p$ and $A$, both $E_c$ and $E_{\rm dip}$ fall as $1/L$. For a symmetric slab $p=0$ and the first-order terms vanish, but a displacement that creates a dipole $\delta p$ still adds $E_{\rm dip}=(\delta p)^2/(2\varepsilon_0V)$ to the corrected energy. Between separately self-consistent corrected and uncorrected calculations the difference is larger, by the factor $1/(1-x)$ derived in the last section. The correction therefore enters the force constants of a slab without a dipole. If $A$ or $L$ varies, the explicit dependence of $E_{\rm dip}$ on them must be differentiated as well.

\section{Two consequences for a calculation}

\paragraph{Half the potential for the electrons.} Suppose the energy keeps Eq.~\eqref{edip}, but the orbitals are made self-consistent with $-\tfrac12e\phi_{\rm dip}$. They are eigenstates of $H'=H+\tfrac12e\phi_{\rm dip}$, so $H=H'-\tfrac12e\phi_{\rm dip}$. The $H'$ part drops out as in Eq.~\eqref{hf}. With $F_I$ still denoting the expression on the right of Eq.~\eqref{force}, the rest gives
\begin{align}
\frac{dE}{dz_I}
&=-F_I-\frac e2\int_V\phi_{\rm dip}\frac{dn}{dz_I}\,d^3r
=-F_I+\frac{p}{2\varepsilon_0V}\frac{dp_{\rm el}}{dz_I},
\nonumber\\
-\frac{dE}{dz_I}&=F_I+\frac12E_c\frac{dp_{\rm el}}{dz_I}.
\label{half}
\end{align}
The computed force is no longer the gradient of the computed energy.

\paragraph{Energy from eigenvalues.} The sum $\sum_if_i\epsilon_i$ contains
$-e\int n\phi_{\rm dip}\,d^3r=p_{\rm el}\,p/(\varepsilon_0V)$. This must be removed before $E_{\rm dip}$ is added. Besides the usual periodic double-counting terms, the dipole term to add is
\begin{equation}
\frac{p^2}{2\varepsilon_0V}-\frac{p_{\rm el}\,p}{\varepsilon_0V}
=\frac{(p_{\rm ion}+p_{\rm el})(p_{\rm ion}-p_{\rm el})}{2\varepsilon_0V}
=\frac{p_{\rm ion}^2-p_{\rm el}^2}{2\varepsilon_0V}.
\label{band}
\end{equation}
The two dipoles are taken about the point where $\phi_{\rm dip}=0$. Each depends on this origin, as do the eigenvalues; the total energy does not.

\section{A self-consistent model slab}

Three ionic sheets with charges $1,1,2\,e$ per cell lie at $-0.2,0,0.2$ nm. Each has a Gaussian profile and a short-range attractive well. Four electrons fill two laterally uniform orbitals in the Hartree approximation. Exchange, correlation and lateral dispersion are left out, and the parameters represent no particular material. With $A=0.25\ {\rm nm^2}$ and $L=3.2$ nm, $V=0.8\ {\rm nm^3}$.

The ionic dipole is $(-0.2+0+0.4)\,e\,$nm and the electronic one $-0.1317\,e\,$nm, so $p=0.0683\,e\,{\rm nm}=1.094\times10^{-29}$ C\,m. With $e/\varepsilon_0=18.095$ V\,nm,
\begin{align}
E_c&=-\frac{18.095\times0.06826}{0.8}\ {\rm V/nm}=-1.544\ {\rm V/nm},\\
E_{\rm dip}&=\tfrac12\times0.06826\times1.544\ {\rm eV}
=0.0527\ {\rm eV}=8.44\times10^{-21}\ {\rm J}.
\end{align}
The vacuum step is $18.095\times0.06826/0.25=4.94$ V. The work functions, measured from the highest occupied orbital, are 12.92 eV below the slab and 7.98 eV above it. Their difference is the step, and both are positive, so the occupied orbitals decay into either vacuum.

On ion 3 the periodic part of the force is $-31.770$ eV/nm and the dipole part $2\times(-1.544)=-3.088$ eV/nm. The total, $-34.858$ eV/nm, agrees with the numerical derivative of the energy; over all three ions the largest deviation is $2.1\times10^{-7}$ eV/nm. The periodic parts add up to $55.2029-17.2565-31.7701=6.1763$ eV/nm, which is $4\times1.54407$ eV/nm as Eq.~\eqref{sum} requires.

When the electrons feel half the potential, the field and dipole settle at new values. For ion 3, Eq.~\eqref{half} predicts a mismatch of $\tfrac12(-1.651)(-2.466)=2.036$ eV/nm. The force expression gives $-36.872$ eV/nm and the energy derivative $-34.836$ eV/nm, which differ by this amount. The energy derivative stays near the correct $-34.858$ eV/nm because $E$ is stationary at the correct orbitals, so orbital errors enter it in second order; they enter the force expression in first order.

In the eigenvalue route, Eq.~\eqref{band} gives 0.256 eV. Adding $E_{\rm dip}=0.053$ eV instead would leave the term $p_{\rm el}\,p/(\varepsilon_0V)$ in the total energy, here $-0.203$ eV. This error depends on where the slab sits in the cell: a shift by $s$ along $z$ changes it by $NeE_cs$, or $-0.618$ eV for $s=0.1$ nm, so even its sign is not fixed.

\paragraph{Without the correction.} Let the isolated slab have dipole $p_0$ and polarizability $\alpha$. To second order, forcing its dipole to $p$ costs $(p-p_0)^2/(2\alpha)$. The uncorrected calculation minimizes
\begin{equation}
\frac{(p-p_0)^2}{2\alpha}-\frac{p^2}{2\varepsilon_0V}.
\end{equation}
Setting the derivative to zero gives $p-p_0=xp$ with $x=\alpha/(\varepsilon_0V)$, hence $p=p_0/(1-x)$ for $x<1$. Since $(p-p_0)^2/(2\alpha)=x\,p^2/(2\varepsilon_0V)$, the energy error is
\begin{equation}
-\frac{p^2}{2\varepsilon_0V}(1-x)
=-\frac{p_0^2}{2\varepsilon_0V}\,\frac1{1-x}.
\end{equation}
The spurious field enlarges the dipole and so enlarges the error beyond $E_{\rm dip}$. For $L=2.4$, 3.2 and 4.8 nm, the computed ratios of the error's magnitude to $E_{\rm dip}$ are 1.2086, 1.1486 and 1.0943. Solving $1/(1-x)$ for $x$ and multiplying by $L$ gives 0.414 nm to three digits in all three cases. A constant value is what $xL=\alpha/(\varepsilon_0A)$ predicts; the identification with $\alpha$ holds only as far as the cost is quadratic in $p-p_0$. In the next digit the values drift down by about 0.0005 nm from $L=2.4$ to 4.8 nm, and extrapolation in $1/L$ to vanishing spurious field gives 0.413 nm. The uncorrected error is still $-0.038$ eV at 4.8 nm. The corrected energy agrees with that of the isolated slab to about $10^{-9}$ eV at all three heights; this model has no lateral structure and hence no image residue.

A separate layer of two Gaussian charges per cell does have one. Its residue falls from $1.35\times10^{-6}$ eV at $L=1.4$ nm to $1.09\times10^{-7}$ eV at 1.6 nm. The decay rate is $12.57\ {\rm nm^{-1}}$, equal to $G_1=2\pi/(0.5\ {\rm nm})$ at this precision. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
lateral cell side 0.50 nm, area 0.2500 nm^2
cell height 3.20 nm, grid spacing 0.020 nm
ion heights (nm): [-0.2  0.   0.2]
ion charges (e): [1. 1. 2.]
well depths (eV): [22. 20. 18.]
ion charge width 0.050 nm, well width 0.050 nm
e/eps0 = 18.095128 V nm
ionic dipole 0.200000 e nm
electronic dipole -0.131735 e nm
total dipole 0.068265 e nm = 1.09372e-29 C m
compensating field -1.544070 V/nm = -1.54407e+09 V/m
dipole energy 0.052703 eV = 8.44389e-21 J
same-density isolated minus periodic energy 0.052703 eV
vacuum step, upper minus lower 4.941023 V
work function lower side 12.92175 eV
work function upper side 7.98073 eV
corrected total energy -45.167537 eV
isolated total energy -45.167537 eV
ion: periodic force, dipole force, total, -dE/dR (eV/nm)
1: 55.20288 -1.54407 53.65881 53.65881
2: -17.25649 -1.54407 -18.80056 -18.80056
3: -31.77011 -3.08814 -34.85825 -34.85825
force on ion 3 in SI -5.58491e-09 N
largest force error 2.1e-07 eV/nm
sum of forces -2.0e-09 eV/nm
sum if ions felt half the field 3.08814 eV/nm
electrons given half the dipole potential, ion 3:
  dipole 0.072982 e nm, full field -1.650778 V/nm
  d(electronic dipole)/dR -2.46611 e
  Hellmann-Feynman force -36.87159 eV/nm
  -dE/dR -34.83609 eV/nm
  gap 2.03550, predicted 2.03550 eV/nm
eigenvalue sum -46.118790 eV
dipole term with eigenvalue sum 0.256111 eV
total rebuilt from eigenvalues -45.167537 eV
L (nm): uncorrected error, corrected error (eV), gap/E_dip
2.4: -0.084925 1.2e-09 1.20855
3.2: -0.060532 1.2e-09 1.14856
4.8: -0.038449 1.2e-09 1.09431
3D layer charges (e): [ 1. -1.]
3D layer positions (nm): [[0.0, 0.0, -0.1], [0.2, 0.1, 0.1]]
3D layer dipole -0.200 e nm, isolated energy 12.541518 eV
3D residue at L=1.4 nm 1.347e-06 eV
3D residue at L=1.6 nm 1.091e-07 eV
residue decay rate 12.5697 /nm, G1 12.5664 /nm
\end{verbatim}
